The Energy-Loss Sum Rule as a Normalization Test for Optical Data, part 1

(Sections cited here and not found follow in the second part.)

## First half: from scattering strength to electron density

Q: I have an energy-loss spectrum of a thin film on an arbitrary vertical scale, and a table of optical constants whose scale I do not trust. I am told that the electron density can check both. Why should an area under a spectrum know how many electrons there are?

A: Because the spectrum records how the electrons answer a push, and their response to a sufficiently sudden push depends on their inertia, not on their binding. To make that precise we must first say what the spectrum measures.

Take N electrons in a volume V, with fixed nuclei and non-relativistic motion. In Hartree atomic units ħ, the electron mass and the elementary charge are 1. The Hamiltonian is

H = Σ_j p_j²/2 + U(r_1, …, r_N).

U contains the attraction to the nuclei and the repulsion between electrons. It is local, meaning that it multiplies the wavefunction by a function of the positions. The ground state is |0⟩, the excited states are |n⟩, and ω_n0 = E_n − E_0. The temperature is zero.

Q: And the dielectric function? In an atomic-scale medium the field varies wildly from point to point.

A: We use one Fourier component. An external charge gives each electron the potential energy v e^(iq·r−iωt) plus its complex conjugate. The medium responds with many wavelengths, but we keep the part with the same q. The ratio of total to external potential energy in that component defines the macroscopic longitudinal inverse dielectric function:

1/ε(q,ω) = v_total/v.

The short-wavelength fields inside the unit cell act on the electrons and so influence this ratio. Nothing has been averaged away too early.

Let ρ_q = Σ_j e^(iq·r_j). The perturbation is then

H′ = v e^(−iωt) ρ_q + v* e^(iωt) ρ_q†.

It is switched on slowly by a factor e^(δt), with δ → 0 from above. The density component at q is ⟨ρ_q†⟩/V, since extracting it means multiplying the density by e^(−iq·r), integrating, and dividing by V.

Q: Show me the response. I want to see where the signs come from.

A: Write the perturbed state as |0⟩ plus Σ_n c_n e^(−iω_n0 t)|n⟩, leaving out the common phase of the ground state. First-order perturbation theory says dc_n/dt = −i⟨n|H′|0⟩e^(iω_n0 t). Integrating from the distant past gives

c_n = −v ⟨n|ρ_q|0⟩ e^(i(ω_n0−ω)t+δt)/(ω_n0 − ω − iδ)
  − v* ⟨n|ρ_q†|0⟩ e^(i(ω_n0+ω)t+δt)/(ω_n0 + ω − iδ).

The change of ⟨ρ_q†⟩ is

Σ_n [⟨0|ρ_q†|n⟩ c_n e^(−iω_n0 t) + c_n* e^(iω_n0 t) ⟨n|ρ_q†|0⟩].

We collect the terms that vary as e^(−iωt). They come from the first part of c_n and from the conjugate of its second part. Dividing by Vv gives the density response

χ(q,ω) = −(1/V) Σ_n [ |⟨n|ρ_q|0⟩|²/(ω_n0 − ω − iδ)
  + |⟨n|ρ_q†|0⟩|²/(ω_n0 + ω + iδ) ].

The term n = 0 cancels between the two fractions. The overall minus sign says that at low frequency electrons leave the places where their potential energy is raised.

An induced electron density χv repels other electrons. Poisson's equation gives it the potential energy (4π/q²)χv, so

1/ε(q,ω) = 1 + (4π/q²) χ(q,ω).

Q: So far that is a complex ratio. Where is the loss?

A: In its imaginary part. For δ → 0, the imaginary part of 1/(x − iδ) is πδ(x), where δ(x) is the delta function. At ω > 0 the second fraction has no resonance, and we find

L(q,ω) ≡ Im[−1/ε(q,ω)]
 = (4π²/(q²V)) Σ_n |⟨n|ρ_q|0⟩|² δ(ω − ω_n0).

This is the energy-loss function. It is never negative at positive frequency.

Q: You call it a loss function because an imaginary part usually means dissipation. Does an actual electron crossing my film lose energy at this rate?

A: Yes, in the first Born approximation, if the fast electron is slow compared with light and we neglect both its exchange with the film's electrons and extra losses at the film's surfaces. At the 100 to 300 keV of many electron microscopes, the finite speed of light can add losses, including Cherenkov radiation when the electron outruns light in the film. Such losses are not contained in the rate below. Let the fast electron go from momentum k to k − q. Its plane waves are normalized in V, and its repulsion from electron j has the matrix element (4π/(q²V)) e^(iq·r_j). Fermi's golden rule for energy loss ω therefore gives the rate

2π (4π/(q²V))² Σ_n |⟨n|ρ_q|0⟩|² δ(ω − ω_n0).

The squared prefactor is 16π²/(q⁴V²). By the spectral form, the sum over n equals q²V L/(4π²). Multiplying,

2π · [16π²/(q⁴V²)] · [q²V/(4π²)] L = (8π/(q²V)) L(q,ω).

The factor ω − ω_n0 in the delta function enforces energy conservation, with ω the energy given up by the fast electron. A scale error in L thus becomes the same relative error in this scattering rate. That is why a resist-exposure calculation needs L on an absolute scale.

Q: The matrix elements depend on every detail of the film. How can any integral over them be simple?

A: Choose the weight so that the details can be replaced by a commutator. Multiplying by ω and integrating turns each delta function into ω_n0. The material-dependent quantity is then

S(q) = Σ_n ω_n0 |⟨n|ρ_q|0⟩|².

The factor ω_n0 is what H − E_0 yields when it acts on |n⟩. Since H|0⟩ = E_0|0⟩, completeness of the states gives

S(q) = ⟨0|ρ_q†(H − E_0)ρ_q|0⟩ = ⟨0|ρ_q†[H,ρ_q]|0⟩.

We no longer need the individual excited states.

Q: But H still contains the full interacting potential.

A: It drops out of the commutator. U is a function of positions, and so is ρ_q, so they commute. The kinetic energy remains. For one electron, p e^(iq·r) = e^(iq·r)(p + q), because the gradient also acts on the exponential. Applying this twice gives

p² e^(iq·r) = e^(iq·r)(p + q)²
 = e^(iq·r)(p² + 2q·p + q²).

Subtracting e^(iq·r)p² and halving,

[H,ρ_q] = Σ_j e^(iq·r_j)(q·p_j + q²/2).

Q: There is still an operator p in that expression. Its expectation value should depend on the state.

A: A second commutator removes it. Form [ρ_q†,[H,ρ_q]]. Terms belonging to different electrons commute. For a single electron the remaining term is

e^(−iq·r)e^(iq·r)(q·p + q²/2)
 − e^(iq·r)(q·p + q²/2)e^(−iq·r).

The first piece is q·p + q²/2. In the second, moving e^(−iq·r) to the left changes p into p − q, so it becomes q·p − q² + q²/2 = q·p − q²/2. The difference is q². For N electrons,

[ρ_q†,[H,ρ_q]] = Nq².

This is a number, the same in every state. The potential can move absorption from one frequency to another, but it cannot change this number.

Q: S(q) contained one ordering, ρ_q†[H,ρ_q]. The double commutator has two.

A: Its other ordering is the strength for the opposite wavevector. Expand it:

−⟨0|[H,ρ_q]ρ_q†|0⟩
 = ⟨0|ρ_q H ρ_q†|0⟩ − E_0⟨0|ρ_qρ_q†|0⟩
 = Σ_n ω_n0 |⟨n|ρ_q†|0⟩|² = S(−q).

The last equality uses ρ_q† = ρ_(−q). Hence

S(q) + S(−q) = Nq².

If the Hamiltonian is time-reversal symmetric and has no spin-dependent terms, its spatial eigenfunctions can be chosen real. We assume that the ground state is such a real state. Then ⟨n|ρ_q†|0⟩ is the complex conjugate of ⟨n|ρ_q|0⟩. The two have equal magnitude, S(q) = S(−q), and

S(q) = Nq²/2.

Q: Is that symmetry assumption a formality?

A: No. Consider one electron on a ring threaded by magnetic flux. Its velocity operator is p plus a constant vector potential, and a ground state may carry a current. The same algebra with velocity in place of momentum gives

S(±q) = q²/2 ± q⟨velocity⟩.

For flux parameter 0.3 and q = 1, diagonalization in a periodic potential gave a mean velocity of 0.047122. The two strengths were 0.547122 and 0.452878. Their average was 0.500000, as the double commutator requires, while neither one separately was q²/2.

The simple shift by the mean velocity is a one-electron formula. With several electrons, S(q) alone also contains pair terms. The result for the sum S(q) + S(−q) still holds.

Q: What about interactions? You said that they cancel, but a formal commutator can hide a mistake.

A: Two interacting electrons on a line provide a test. Their potential had no left–right symmetry. At q = 0.8 the required value is

Nq²/2 = 2 × 0.8²/2 = 0.64.

Summing over all eigenstates of the discretized interacting Hamiltonian gave 0.640000.

Locality matters here. Add to each electron an operator W that does not commute with position. Its extra contribution to the one-electron double commutator is

e^(−iq·r)We^(iq·r) + e^(iq·r)We^(−iq·r) − 2W.

It vanishes if W is a local function, since the exponentials then cancel. It need not vanish otherwise. With a nonlocal term in the same pair model the strength was 0.660346, about 3.2 percent above Nq²/2. A calculation with nonlocal pseudopotentials should therefore not be judged by the uncorrected rule.

Q: Then put the pieces together. What is the area?

A: Insert S(q) into the spectral form:

∫₀^∞ ω L(q,ω) dω = (4π²/(q²V)) S(q)
 = (4π²/(q²V)) (Nq²/2)
 = 2π²N/V.

With n = N/V, the density of all the electrons,

∫₀^∞ ω Im[−1/ε(q,ω)] dω = 2π²n.

The factor q² has cancelled. Raising q may move the losses to higher frequency, but it leaves this weighted area unchanged.

Q: I was told that the answer involved a plasma frequency. Why introduce one if density is enough?

A: It is another way to write the density, and it describes the high-frequency response. In a rapidly varying field E the electrons respond as free particles. An electron has charge −1, so its acceleration is −E. For time dependence e^(−iωt), acceleration equals −ω² times displacement, and the displacement is E/ω². The polarization is therefore −nE/ω², which gives

ε(ω) → 1 + 4π(−n/ω²) = 1 − ω_p²/ω², with ω_p² = 4πn.

Since 2π²n = (π/2)(4πn), the rule becomes

∫₀^∞ ω Im[−1/ε(q,ω)] dω = (π/2)ω_p².

The frequency ω_p uses the total electron density, core electrons included. It need not be the position of a visible loss peak.

Q: At finite q there may be no plasmon at all. Does the area still involve ω_p?

A: Yes, because ω_p here stands for density. A uniform electron gas shows the point. Take the density parameter r_s = 2 bohr, the radius of a sphere containing one electron, so that n = 3/(4πr_s³). The required area is

2π² × 3/(4π × 2³) = 3π/16 = 0.589049 hartree².

In the random-phase approximation at q = 1.43937 bohr⁻¹, integration over the electron–hole continuum alone gave 0.589049 hartree². The continuum carried the full area to the accuracy of the calculation. This tests the rule in that approximation at this q; it does not say that the approximate spectrum has every detail right.

Q: My optical table has no q column.

A: It represents the limit q → 0. In an isotropic or cubic medium the long-wavelength response has no preferred direction, so the transverse field of light and the longitudinal field of a charge lead to the same ε(ω). In an anisotropic medium one must specify the direction of the field. We also assume that no part of the area escapes to infinite frequency as q → 0. With that condition,

∫₀^∞ ω Im[−1/ε(ω)] dω = (π/2)ω_p² = 2π²n.

## Second half: what the area can and cannot tell us about data

The following symbols and results carry over. L(ω) = Im[−1/ε(ω)] is the long-wavelength loss function, n the density of all electrons, and ω_p² = 4πn. Hartree atomic units are used, and fields vary as e^(−iωt), so absorption means Im ε > 0. For non-relativistic electrons in local potentials with a time-reversal-symmetric ground state, the integral of ωL from zero to infinity is (π/2)ω_p² = 2π²n.

Q: That derivation used excited states of a Hamiltonian. My table knows nothing about them. Can the rule be obtained from properties of ε alone?

A: Yes, from causality and the high-frequency limit. Define

F(ω) = 1 − 1/ε(ω).

The total potential cannot respond before the external charge acts. With our time convention, F is therefore analytic in the upper half of the complex frequency plane. At large frequency ε → 1 − ω_p²/ω², so 1/ε → 1 + ω_p²/ω² and F → −ω_p²/ω².

Integrate ωF(ω)/(ω² + η²), with η > 0, along the real axis and close the path by a large upper semicircle. The integrand falls as 1/ω³, so the semicircle contributes nothing. The enclosed pole is at ω = iη, and its residue is

iηF(iη)/(2iη) = F(iη)/2.

The real-axis integral is therefore 2πi times this, or πiF(iη). A real field must produce a real response, so F(−ω) = F(ω)*. Re F is even and Im F is odd. The real part of the integrand cancels between positive and negative frequencies, and the imaginary part doubles:

2i ∫₀^∞ ω Im F(ω)/(ω² + η²) dω = πiF(iη).

Because Im F = L,

1 − 1/ε(iη) = (2/π) ∫₀^∞ ωL(ω)/(ω² + η²) dω.

Q: And the sum rule is hidden in that expression?

A: It is the large-η limit. Multiply both sides by η². On the left, F(iη) → −ω_p²/(iη)² = ω_p²/η², so the product tends to ω_p². On the right, the factor η²/(ω² + η²) rises towards 1 at every frequency. Since L is non-negative, the integral tends to the full integral of ωL. Thus

ω_p² = (2/π) ∫₀^∞ ωL(ω) dω,

which is the earlier result with the same factor.

The opposite limit, η → 0, gives a companion rule:

∫₀^∞ L(ω)/ω dω = (π/2)[1 − 1/ε(0)].

It emphasizes low frequencies, where the density rule gives little weight. Data can be checked at both ends if ε(0) is known. Since the nuclei are held fixed here, ε(0) means the electronic value, without the lattice polarization that a low-frequency capacitance measurement can include.

Q: If causality guarantees the rule, a causal table will always pass. What have I tested?

A: You have found the high-frequency strength contained in the table. The rule needs 1/ε, and not only ε, to be causal. This is so if the causal table has Im ε > 0 at all positive frequencies, because ε then has no zero in the upper half-plane. Such a table with the stated limit obeys the rule with its own ω_p, even if that ω_p belongs to the wrong density. The test begins when you compare it with n from an independent source, such as mass density and composition.

The area under ωL(ω) has been shown to equal 2π²n, both from the electrons' Hamiltonian and from causality with the high-frequency limit, so it tests data once n is known independently. It remains to apply the rule to a model film with known answers and to see what incomplete or wrongly scaled data do to the area.
